# Energy-averaged transmission and the single mean free path in short channels

**The argument under review**

The manuscript considers a silicon (100) n-channel inversion layer at 300 K and low drain bias, with sheet density $n=5\times10^{12}$ cm$^{-2}$ and mobility $\mu=250$ cm$^2$/Vs. It converts the mobility into one mean free path, $\bar\lambda=13.2$ nm, and inserts this in

$$T=\frac{\bar\lambda}{\bar\lambda+L}$$

for channel lengths $L$ from 5 to 200 nm. The justification offered is that $\bar\lambda$ is already an average over carrier energy, so that the energy dependence of scattering has been accounted for.

The conversion from mobility is sound. The question is whether averaging $\lambda$ first and computing $T$ afterwards gives the same result as averaging $T$. I work through this within the manuscript's own model: elastic scattering, a flat band along the channel, one subband, no phase coherence.

**Transmission at one energy**

Let $1/\lambda(E)$ be the probability per unit length that a carrier of energy $E$ reverses its direction along the channel. The right-going flux $F^+$ loses $F^+/\lambda$ per unit length and gains $F^-/\lambda$. The left-going flux $F^-$, counted positive, obeys the same balance along its own direction, $-dF^-/dx=F^+/\lambda-F^-/\lambda$. Hence

$$\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\frac{F^+-F^-}{\lambda}.$$

Subtracting the two equations shows that $J=F^+-F^-$ is constant, so $F^+(L)=F^+(0)-JL/\lambda$. With nothing injected from the drain, $F^-(L)=0$ and $F^+(L)=J$. Thus $J(1+L/\lambda)=F^+(0)$, and

$$T(E)=\frac{J}{F^+(0)}=\frac{\lambda(E)}{\lambda(E)+L}.$$

The formula holds separately at each energy because elastic scattering does not connect different energies.

**What the mobility determines**

The low-bias conductance per unit width is

$$G=\frac{2q^2}{h}\int M(E)\,T(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

Here $f$ is the Fermi function, $E$ is measured from the subband bottom, and the factor 2 counts spin. The number of modes per width is $M=g_vk/\pi=g_v\sqrt{2mE}/(\pi\hbar)$, since transverse wave numbers between $-k$ and $k$ are spaced by $2\pi$ divided by the width. The valley degeneracy is $g_v=2$ and the mass is $m=0.19\,m_0$. Define the normalized weight

$$w(E)=\frac{M(-\partial f/\partial E)}{\int M(-\partial f/\partial E)\,dE},\qquad \langle A\rangle=\int wA\,dE .$$

Setting $T=1$ gives the ballistic conductance $G_b$, so $\langle T\rangle=G/G_b$. In a long channel $T\to\lambda/L$, hence $GL\to G_b\langle\lambda\rangle$. This product is also the sheet conductivity $qn\mu$, and therefore

$$\bar\lambda\equiv\langle\lambda\rangle=\frac{qn\mu}{G_b}.$$

For the stated layer $qn\mu=2.00\times10^{-4}$ S and $1/G_b=65.8\ \Omega\,\mu$m. Their product is 0.0132 μm, or 13.2 nm, as the manuscript finds. The mobility thus fixes the first moment of $\lambda$ and says nothing about its spread.

For isotropic scattering with relaxation time $\tau$, the energy dependence of $\lambda$ follows from comparison with the Boltzmann conductivity

$$\sigma=q^2\int D\,\frac{v^2\tau}{2}\left(-\frac{\partial f}{\partial E}\right)dE,\qquad D=\frac{g_vm}{\pi\hbar^2}.$$

With $k=mv/\hbar$, one has $2M/h=g_vmv/(\pi^2\hbar^2)=Dv/\pi$. Equating $Dv\lambda/\pi$ to $Dv^2\tau/2$ gives $\lambda=(\pi/2)v\tau$. This is the long-channel value. In a very short channel the carriers keep the angular distribution with which they were injected, and their reversal rate corresponds to a shorter mean free path, $(4/\pi)v\tau$, which is 19% less than the long-channel value. The flux model ignores this difference. A constant $\tau$, as for acoustic phonons in this two-dimensional model, therefore gives $\lambda\propto E^{1/2}$. A time $\tau\propto E$, the Born-approximation result for unscreened Coulomb scattering in two dimensions, gives $\lambda\propto E^{3/2}$. It is used below as an example of strong energy dependence. Neither is constant.

**The sign and size of the error**

At fixed $L$, regard $T$ as a function of $\lambda$:

$$\frac{dT}{d\lambda}=\frac{L}{(\lambda+L)^2},\qquad \frac{d^2T}{d\lambda^2}=-\frac{2L}{(\lambda+L)^3}<0 .$$

A concave function lies below its tangent. The distance below the tangent at $\bar\lambda$ can be found explicitly. First,

$$\frac{\lambda}{\lambda+L}-\frac{\bar\lambda}{\bar\lambda+L}=\frac{L(\lambda-\bar\lambda)}{(\lambda+L)(\bar\lambda+L)} .$$

Subtracting the linear term of the tangent leaves

$$\frac{L(\lambda-\bar\lambda)}{\bar\lambda+L}\left[\frac1{\lambda+L}-\frac1{\bar\lambda+L}\right]=-\frac{L(\lambda-\bar\lambda)^2}{(\bar\lambda+L)^2(\lambda+L)} .$$

On averaging, the linear term vanishes because $\langle\lambda-\bar\lambda\rangle=0$. The result is

$$\frac{\bar\lambda}{\bar\lambda+L}-\langle T\rangle=\frac{L}{(\bar\lambda+L)^2}\left\langle\frac{(\lambda-\bar\lambda)^2}{\lambda+L}\right\rangle\ge0 .$$

The manuscript's formula is therefore an upper bound. For $L>0$ it is attained only if $\lambda$ is constant wherever $w>0$. Physically, carriers with a long mean free path already have $T$ near one and gain little from a further increase, while carriers with a short one lose transmission almost in proportion.

If the spread is small, $\lambda+L$ in the average may be replaced by $\bar\lambda+L$, and the gap becomes $L\,\mathrm{Var}(\lambda)/(\bar\lambda+L)^3$. Its maximum satisfies $1/L=3/(\bar\lambda+L)$, so $L=\bar\lambda/2$, and its height is $(4/27)\,\mathrm{Var}(\lambda)/\bar\lambda^2$. The error is thus greatest in the quasi-ballistic range and vanishes at both ends.

Averaging the scattering rate instead of $\lambda$ does not repair the formula. With $r=1/\lambda$, $T=1/(1+Lr)$ has second derivative $2L^2/(1+Lr)^3>0$. It lies above its tangent at $\langle r\rangle$, so

$$\langle T\rangle\ge\frac{1}{1+L\langle1/\lambda\rangle}.$$

The harmonic mean $\lambda_h=1/\langle1/\lambda\rangle$ gives a lower bound.

**The mean free path that a measurement would return**

Suppose $\langle T\rangle$ is known at one length and is inverted with the single-$\lambda$ formula. Since $1-T=L/(\lambda+L)$, the inferred value is

$$\lambda_{\rm app}(L)=\frac{L\langle T\rangle}{1-\langle T\rangle}=\frac{\langle\lambda/(\lambda+L)\rangle}{\langle1/(\lambda+L)\rangle}.$$

This is the mean of $\lambda$ with a new normalized weight $p\propto w/(\lambda+L)$, which depends on $L$. Write $g=1/(\lambda+L)$. Because $dg/dL=-g^2$, the quotient rule gives

$$\frac{d\lambda_{\rm app}}{dL}=-\langle\lambda g\rangle_p+\langle\lambda\rangle_p\langle g\rangle_p .$$

The right side is minus the covariance of $\lambda$ and $g$. Written over pairs of energies, with $g-g'=-(\lambda-\lambda')gg'$, it becomes

$$\frac{d\lambda_{\rm app}}{dL}=\frac12\iint pp'(\lambda-\lambda')^2gg'\,dE\,dE'\ge0 .$$

So $\lambda_{\rm app}$ increases with $L$ unless $\lambda$ is constant. As $L\to0$ the quotient tends to $1/\langle1/\lambda\rangle=\lambda_h$. As $L\to\infty$, multiplying numerator and denominator by $L$ shows that it tends to $\langle\lambda\rangle$, provided this is finite. No constant can follow both limits.

For $\lambda\propto E^{1/2}$ in a nondegenerate gas, $w\propto\sqrt x\,e^{-x}$ with $x=E/k_BT_0$, where $T_0$ is the temperature. Then

$$\frac{\bar\lambda}{\lambda_h}=\langle x^{1/2}\rangle\langle x^{-1/2}\rangle=\frac{\Gamma(2)\,\Gamma(1)}{\Gamma(3/2)^2}=\frac4\pi\approx1.27 .$$

In the manuscript's layer the Fermi level lies 22 meV above the subband bottom. The ratio there is 1.17, with $\lambda_h=11.3$ nm.

For $\lambda\propto E^{3/2}$ the short-channel limit is different. Near the subband bottom $w/\lambda\propto E^{1/2}E^{-3/2}=1/E$, so $\langle1/\lambda\rangle$ diverges logarithmically and $\lambda_{\rm app}\to0$. The channel still becomes ballistic: $1-\langle T\rangle=L\langle1/(\lambda+L)\rangle$ behaves as $L\ln(1/L)$, which vanishes. If $\tau$ instead tends to a nonzero constant at the subband bottom, then $\lambda\propto E^{1/2}$ there, $w/\lambda$ is integrable, and a nonzero limit returns.

**Numbers for the manuscript's layer**

Both laws below are scaled to $\bar\lambda=13.2$ nm, so density and mobility are held fixed.

| $L$ (nm) | single $\lambda$ | $\langle T\rangle$, $E^{1/2}$ | $\langle T\rangle$, $E^{3/2}$ |
|---:|---:|---:|---:|
| 5 | 0.725 | 0.707 | 0.609 |
| 10 | 0.569 | 0.552 | 0.471 |
| 50 | 0.209 | 0.205 | 0.184 |
| 200 | 0.062 | 0.061 | 0.059 |

At 10 nm the manuscript's value is $13.2/(13.2+10)=0.569$. Relative to the energy-resolved averages it is 3% too high for the phonon-type law and 21% too high for the Coulomb-type law. The same mobility is therefore compatible with clearly different short-channel currents. The 21% belongs to the $E^{3/2}$ law, not to Coulomb scattering in this layer. The Born approximation needs $ka_B\gg1$, with $a_B$ the effective Bohr radius, whereas $ka_B$ is only 1.2 to 1.8 at the mean energy of $w$ for a relative permittivity between 7.8 and 11.7. The exact two-dimensional Coulomb cross-section gives $\lambda$ roughly proportional to $E$, a finite $\langle1/\lambda\rangle$ and, at the same $\bar\lambda$, an error of 11 to 12%. Thomas–Fermi screening of in-plane point charges in the Born approximation gives 8 to 10%.

For the phonon-type law $\langle\lambda^2\rangle/\bar\lambda^2=1.11$, so the small-spread estimate puts a maximum gap of $(4/27)(0.11)=0.016$ at 6.6 nm. The full average gives 0.018 at 5.6 nm. For the Coulomb-type law the relative variance is 0.90 and the estimate gives 0.133 at 6.6 nm; the full maximum is 0.116 at 4.2 nm.

Fitting $\lambda$ at a short length moves the error elsewhere. For the Coulomb-type law, $\lambda_{\rm app}(10\ \text{nm})=8.9$ nm. Used at 200 nm, it gives $8.9/208.9=0.043$ instead of 0.059.

**Consequence for the resistance plot**

The manuscript also extrapolates resistance against $L$ and assigns whatever exceeds the ballistic value to the contacts. For $L$ large compared with the relevant $\lambda$,

$$\langle T\rangle=\frac{\bar\lambda}{L}-\frac{\langle\lambda^2\rangle}{L^2}+\dots,\qquad \frac1{\langle T\rangle}=\frac{L}{\bar\lambda}\left(1+\frac{\langle\lambda^2\rangle}{\bar\lambda L}+\dots\right)=\frac L{\bar\lambda}+\frac{\langle\lambda^2\rangle}{\bar\lambda^2}+\dots$$

The slope gives $\bar\lambda$ correctly, but the intercept exceeds one. A line through 200 and 400 nm has intercept 1.10 for the phonon-type law and 1.75 for the Coulomb-type law, in units of the ballistic resistance. The excesses are $0.10\times65.8\approx7$ and $0.75\times65.8\approx49\ \Omega\,\mu$m. They would be booked as contact resistance although the model has none. At these lengths the second intercept is still below its asymptotic value of 1.90. These are flux-model values. A two-dimensional Boltzmann solution with isotropic scattering gives intercepts about 4% higher at the same two lengths.

**Conditions for the inequality**

*The weights must match.* At high drain bias the drain injects negligibly and the current weight is proportional to $Mf$. The low-bias weight contains $-k_BT_0\,\partial f/\partial E=f(1-f)$, whose extra factor $1-f$ favours high energies. If $\lambda$ falls with energy, the low-bias mean is then smaller than the high-bias mean. Since $\langle T\rangle$ tends to the high-bias mean divided by $L$, the formula with the low-bias mean must fail as a bound in a long channel. For $\lambda\propto E^{-1/2}$, with the low-bias mean held at 13.2 nm and $L=659$ nm, $\langle T\rangle=0.0225$ exceeds the formula's 0.0196. If $\lambda$ rises with energy, the mismatch at the same Fermi level has the opposite sign and the bound survives. In a nondegenerate gas the two weights coincide. This comparison keeps the band flat along the channel. In a real channel at high drain bias the potential energy falls towards the drain, fewer scattered carriers return to the source, and $\lambda/(\lambda+L)$ with the full length $L$ no longer applies.

*Energies must remain separate.* Suppose collisions exchange energy among carriers moving in the same direction so rapidly that the occupation $\psi^\pm$ injected by the source, relative to equilibrium, is the same at all energies. Averaging the flux equations then gives $d\psi^\pm/dx=-\langle1/\lambda\rangle(\psi^+-\psi^-)$, and $T=1/(1+L\langle1/\lambda\rangle)$. If $\langle1/\lambda\rangle$ is finite, one mean free path, the harmonic mean, does describe all lengths in this limit, and the mobility would measure that mean. For the Coulomb-type law above, $\langle1/\lambda\rangle$ diverges and no such nonzero mean exists. The manuscript's use of one mean free path could thus be defended by showing that exchange is fast and makes $\psi^\pm$ equal at all energies, but not by appealing to the average. Fast collisions among the carriers alone would not suffice: they conserve the carriers' total energy and can leave $\psi^\pm$ dependent on energy. For the phonon-type law at 10 nm, with $\lambda(E)$ held fixed, an exchange length of 10 nm lowers $\langle T\rangle$ from 0.552 to 0.549; complete exchange gives 0.531.

**Relation to a real transistor**

The density and mobility are rough typical values for a scaled silicon device; a clean long-channel oxide interface can have a higher mobility. The 5 nm entry explores the formula below usual production gate lengths. Several neglected effects can be sized for the phonon-type law at 10 nm. The first is the occupation of higher subbands. In a triangular well whose field, 0.39 MV/cm, comes from half the inversion charge, with depletion charge neglected, 39% of the carriers lie outside the lowest subband. Including these subbands at fixed density and fixed $\tau$ changes $\langle T\rangle$ at 10 nm from 0.552 to 0.501. The corresponding single-$\lambda$ value is 0.526, so the gap grows from 0.016 to 0.025. At fixed $\tau$ the mobility falls to 218 cm$^2$/Vs. Rescaling $\tau$ to restore 250 cm$^2$/Vs gives $\langle T\rangle=0.533$, so more than half of the drop comes from the lower mobility. These values keep the two lowest twofold levels and the lowest fourfold level; further levels lower each $\langle T\rangle$ by about 0.001. The subband share also depends strongly on the well: in the triangular well a depletion charge of $2\times10^{12}$ cm$^{-2}$ would lower it from 39% to 18%. The triangular shape itself underestimates the share. A self-consistent Schrödinger–Poisson (Hartree) well gives 29% at that depletion charge and about 50% at $10^{11}$ cm$^{-2}$, where $\langle T\rangle$ at fixed $\tau$ is 0.490 against a single-$\lambda$ value of 0.516.

The angular distribution matters at a similar level to the phonon-type gap. A two-dimensional Boltzmann solution with isotropic scattering gives $\langle T\rangle=0.541$, against 0.557 for the same solution evaluated at $\bar\lambda$. The ordering persists, but these shifts already reach the second digit of the simpler model's result. About 41% of the low-bias weight $w$, which is the share of the ballistic current and not of the current at 10 nm, lies above a rough optical-phonon energy of 60 meV, so inelastic scattering needs its own treatment. For tunnelling one $k_BT_0$ below the top of a square barrier, the exponential factor $e^{-2\kappa L}$, with $\kappa$ the decay constant of the wave function, is about 3% at 5 nm and 0.08% at 10 nm. The full transmission also contains a prefactor that depends on the barrier height; for a 0.1 eV barrier it is about 8% and 0.23%. These are values at one energy, not shares of the current.

A further limit concerns $\lambda(E)$ itself. For the phonon-type law $\tau=27$ fs, so the collision broadening $\hbar/\tau$ is 24 meV, about as large as $k_BT_0$ and the Fermi energy. Energies below 24 meV carry 17% of $w$ but supply about half of the average in the exact gap formula at 10 nm. The electron wavelength at the mean energy of $w$ is about 12 nm, comparable with the channel length. The Coulomb-type law is affected more, because its $\tau$ vanishes at the subband bottom: energies below $\hbar/\tau(E)$ extend up to 41 meV, carry 37% of $w$ and supply 57% of the gap at 10 nm. The gaps for both laws and $\lambda_h=11.3$ nm are therefore values of the semiclassical model, not quantitative predictions for silicon.

**Requested revision**

The authors should compute $\langle T\rangle$ from a stated $\lambda(E)$, or present their curve as an upper bound under matching weights and elastic transport. If a single number is retained, they should give the length at which it was inferred. The contact resistance should be re-extracted with an intercept computed from the stated $\lambda(E)$ in place of one. The ratio $\langle\lambda^2\rangle/\bar\lambda^2$ is the flux-model estimate for one subband, at lengths where the higher terms of the expansion are negligible. It is not exact for a real layer: with isotropic scattering the angular distribution raises the intercept by about 4%, and for the phonon-type law the higher subbands of the triangular well above raise the ratio from 1.11 to 1.18 (about 1.17 to 1.20 in self-consistent wells, depending on the depletion charge).

## Computed values

```
temperature 300 K, kT = 25.85 meV
sheet density 5.0e+12 cm^-2, mobility 250 cm2/Vs
transport mass 0.19 m0, valleys 2
Fermi level above subband bottom: 22.4 meV
relaxation time, phonon-type law: 27.0 fs
arithmetic mean free path, both laws: 13.18 nm
harmonic mean free path, phonon-type law: 11.31 nm
arithmetic/harmonic: example 1.1653, nondegenerate 1.2732
ballistic resistance times width: 65.8 ohm um
L(nm) | single-lam T | <T> phonon | <T> Coulomb | lam_app phonon (nm) | lam_app Coulomb (nm)
    5 | 0.7249 | 0.7066 | 0.6093 | 12.04 | 7.80
   10 | 0.5685 | 0.5521 | 0.4713 | 12.32 | 8.91
   20 | 0.3972 | 0.3865 | 0.3339 | 12.60 | 10.02
   50 | 0.2086 | 0.2048 | 0.1844 | 12.88 | 11.31
  200 | 0.0618 | 0.0614 | 0.0589 | 13.09 | 12.52
phonon: single-lam T too high at 10 nm by 2.99 %
phonon: largest gap in T 0.0184 at L = 5.6 nm
phonon: <lam^2>/<lam>^2 = 1.1095
phonon: line through 200 and 400 nm, intercept/ballistic 1.1001, excess 6.6 ohm um
Coulomb: single-lam T too high at 10 nm by 20.64 %
Coulomb: largest gap in T 0.1164 at L = 4.2 nm
Coulomb: <lam^2>/<lam>^2 = 1.8982
Coulomb: line through 200 and 400 nm, intercept/ballistic 1.7478, excess 49.2 ohm um
mismatched weights, lam ~ E^(-1/2), L = 659 nm: <T> 0.02247, formula 0.01961
Neglected effects, phonon-type law, L = 10 nm unless stated:
high-drain-bias weight: mean lam 11.89 nm, <T> 0.5229
current share above 60 meV (rough phonon energy): 41 %
energy exchange length 10 nm: <T> 0.5494; complete exchange (harmonic) 0.5307
angular solution: <T> 0.5407, at mean lam 0.5566
angular T over lam/(lam+L): min 0.9780, max 0.9999
surface field from half the inversion charge: 0.387 MV/cm
subband offsets: second 69 meV, fourfold 64 meV
carriers outside lowest subband: 39 %
several subbands: mean lam 11.09 nm, <T> 0.5006, single-lam T 0.5259
tunnelling factor one kT below barrier top, L = 5 nm: 2.8e-02
tunnelling factor one kT below barrier top, L = 10 nm: 7.6e-04
```
